\section*{Standing waves of surface-state electrons beside a perfectly reflecting step}

\section{Standing waves beside a straight step}

On a surface that carries a two-dimensional electron band, tunnelling spectra taken along a line that leaves an atomic step can show ripples, and a fit to them gives the electron wave number $k$ at the chosen energy. Before the fit one must decide which function to use. A single wave reflected head-on suggests $1-\cos 2kx$, with its first maximum at $2kx=\pi$. Electrons on a surface strike the step at all angles, and the function is then $1-J_0(2kx)$, with its first maximum at $2kx\simeq3.83$. If the first maximum of the second function is read with the first one, $k$ comes out too small by a factor $\pi/3.83=0.82$, and the kinetic energy, for a known mass, by a factor $0.67$.

The quantity meant here is the local density of states at one energy. The total electron density, summed over all filled states, follows a different law, derived below. The spectra must also be taken at one fixed tip height, or be corrected to it. Even then $dI/dV$ follows the local density of states closely only at small bias, as noted in the worked example. If a feedback loop resets the height at each point to keep a chosen current, the signal is divided by a current that itself ripples, and the maxima move.

\subsection{Model and states}

Let the step lie along $y$ at $x=0$, with a clean, wide terrace at $x>0$. The electrons are independent and belong to an isotropic parabolic band with bottom $E_0$ and effective mass $m$. With $\varepsilon=E-E_0$,
\begin{equation}
-\frac{\hbar^2}{2m}\left(\partial_x^2+\partial_y^2\right)\psi=\varepsilon\,\psi,
\qquad \psi(0,y)=0 .
\label{eq:model}
\end{equation}
The boundary condition expresses perfect reflection by a hard wall. An incoming wave $e^{-iqx}$ must be joined by a reflected wave of amplitude $-1$, and $e^{-iqx}-e^{iqx}=-2i\sin qx$. In a large box of sides $L_x$ and $L_y$, periodic along $y$, the normalized states are
\begin{equation}
\psi_{qp}=\sqrt{\frac{2}{L_xL_y}}\,\sin(qx)\,e^{ipy},
\qquad \varepsilon_{qp}=\frac{\hbar^2(q^2+p^2)}{2m}.
\label{eq:states}
\end{equation}
Here $q>0$, since $-q$ gives the same state up to a sign, while $p$ takes both signs. The allowed values are spaced by $\pi/L_x$ in $q$ and by $2\pi/L_y$ in $p$.

\subsection{Local density of states}

Per unit area and energy, with a factor 2 for spin,
\begin{equation}
\rho(E,x)=2\sum_{q,p}|\psi_{qp}|^2\,\delta(\varepsilon-\varepsilon_{qp}).
\label{eq:def}
\end{equation}
For a large box the sums become integrals with weights $L_x/\pi$ and $L_y/2\pi$. The box sides cancel:
\begin{align}
\rho&=2\int_0^\infty\!\frac{L_x\,dq}{\pi}\int_{-\infty}^{\infty}\!\frac{L_y\,dp}{2\pi}\,
\frac{2\sin^2 qx}{L_xL_y}\,\delta(\varepsilon-\varepsilon_{qp})\nonumber\\
&=\frac{2}{\pi^2}\int_0^\infty\!dq\int_{-\infty}^{\infty}\!dp\,\sin^2(qx)\,
\delta(\varepsilon-\varepsilon_{qp}).
\label{eq:double}
\end{align}
Put $q=\kappa\cos\theta$ and $p=\kappa\sin\theta$. The condition $q>0$ restricts $\theta$ to $(-\pi/2,\pi/2)$, and $\theta=0$ is normal incidence. The area element is $\kappa\,d\kappa\,d\theta$. With $u=\hbar^2\kappa^2/2m$ one has $\kappa\,d\kappa=(m/\hbar^2)\,du$, so the delta function leaves a factor $m/\hbar^2$ and sets $\kappa$ equal to
\begin{equation}
k=\frac{\sqrt{2m\varepsilon}}{\hbar}.
\label{eq:k}
\end{equation}
Using $2\sin^2\alpha=1-\cos2\alpha$,
\begin{equation}
\rho=\frac{\rho_0}{\pi}\int_{-\pi/2}^{\pi/2}
\left[1-\cos(2kx\cos\theta)\right]d\theta,
\qquad \rho_0=\frac{m}{\pi\hbar^2}.
\label{eq:angle}
\end{equation}
The constant $\rho_0$ is the density of states of the terrace without a step.

To do the angular integral, write $z=2kx$ and expand the cosine. This needs the mean values $C_n=\pi^{-1}\int_{-\pi/2}^{\pi/2}\cos^{2n}\theta\,d\theta$. Integrating $\cos^{2n-1}\theta\,d(\sin\theta)$ by parts, with vanishing boundary terms, gives for $n\ge1$
\begin{equation}
C_n=(2n-1)(C_{n-1}-C_n)
\;\Rightarrow\; C_n=\frac{2n-1}{2n}\,C_{n-1}.
\end{equation}
Since $C_0=1$, the product of these ratios is $C_n=(2n)!/[4^n(n!)^2]$. The factor $(2n)!$ cancels that of the cosine series:
\begin{equation}
\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos(z\cos\theta)\,d\theta
=\sum_{n=0}^\infty\frac{(-1)^nz^{2n}}{(2n)!}\,C_n
=\sum_{n=0}^\infty\frac{(-1)^n}{(n!)^2}\left(\frac z2\right)^{2n}=J_0(z).
\label{eq:series}
\end{equation}
The last sum is the power series of the Bessel function $J_0$. Therefore
\begin{equation}
\boxed{\rho(E,x)=\rho_0\left[1-J_0(2kx)\right].}
\label{eq:main}
\end{equation}

The length $2x$ in the argument is the distance from the observation point to its mirror image behind the step. The oscillation is the mean of a plane-wave phase over that distance, taken over all directions of motion.

A direct solution tests both the shape and the prefactor. Equation \eqref{eq:model} was put on a lattice of spacing 0.01~nm normal to the step, with an open lead on the terrace side, and the resulting Green functions were summed over directions. For the parameters of the worked example and the first 10~nm, the result differs from \eqref{eq:main} by at most $1.3\times10^{-4}\rho_0$.

\subsection{Near the step, far from it, and the extrema}

Close to the step, $J_0(z)\simeq1-z^2/4$, so that
\begin{equation}
\rho/\rho_0\simeq(kx)^2,\qquad kx\ll1 .
\label{eq:near}
\end{equation}
The density of states vanishes quadratically because every wave function vanishes linearly.

Far from the step, the phase $z\cos\theta$ varies quickly except near $\theta=0$, where $\cos\theta\simeq1-\theta^2/2$. At the ends of the angular range integration by parts gives boundary terms proportional to $\sin(z\cos\theta)$, which vanish at $\theta=\pm\pi/2$. The leading term is thus a Gaussian integral:
\begin{align}
J_0(z)&\simeq\frac1\pi\,\mathrm{Re}\;e^{iz}\!\int_{-\infty}^{\infty}\!e^{-iz\theta^2/2}\,d\theta
=\frac1\pi\,\mathrm{Re}\;e^{iz}\sqrt{\frac{2\pi}{z}}\,e^{-i\pi/4},\nonumber\\
\frac{\rho}{\rho_0}&\simeq1-\frac{\cos(2kx-\pi/4)}{\sqrt{\pi kx}},\qquad kx\gg1 .
\label{eq:far}
\end{align}
For one direction alone, $\theta=0$, the integrand of \eqref{eq:angle} is $1-\cos2kx$ and does not decay. The fall as $x^{-1/2}$ in \eqref{eq:far} comes from the spread of angles: the range of $\theta$ that stays in phase shrinks as $(kx)^{-1/2}$. It needs no loss or scattering on the terrace.

Differentiating the series \eqref{eq:series} term by term gives $J_0'=-J_1$, with
\begin{equation}
J_1(z)=\sum_{n=0}^\infty\frac{(-1)^n}{n!\,(n+1)!}\left(\frac z2\right)^{2n+1},
\qquad
\frac{\partial\rho}{\partial x}=2k\rho_0\,J_1(2kx).
\label{eq:slope}
\end{equation}
The extrema at $x>0$ are the positive zeros of $J_1(2kx)$, beginning with a maximum at $2kx\simeq3.83$. Far out, by \eqref{eq:far}, neighbouring maxima are $\pi/k$ apart, which is half an electron wavelength.

\subsection{The total electron density}

At zero temperature all states up to the Fermi level, with wave number $k_F$, are filled. From \eqref{eq:k}, $d\varepsilon=(\hbar^2k/m)\,dk$, and $\rho_0\hbar^2/m=1/\pi$. Hence
\begin{equation}
n(x)=\frac1\pi\int_0^{k_F}k\left[1-J_0(2kx)\right]dk .
\end{equation}
Multiplying the series for $J_1$ by $z$ and differentiating gives $(zJ_1)'=zJ_0$. With $z=2kx$ the second part is $(4x^2)^{-1}\,[zJ_1(z)]_0^{2k_Fx}=k_FJ_1(2k_Fx)/2x$, and
\begin{equation}
n(x)=n_0\left[1-\frac{J_1(2k_Fx)}{k_Fx}\right],\qquad n_0=\frac{k_F^2}{2\pi}.
\label{eq:density}
\end{equation}
Since $J_1$ has an envelope proportional to $x^{-1/2}$, these ripples fall as $x^{-3/2}$, faster than those at fixed energy. At each extremum of the Fermi-level density of states $J_1(2k_Fx)=0$, and there $n=n_0$. A profile of $n$ therefore cannot stand in for one of $\rho$. Integrating the lattice result over filled energies reproduces \eqref{eq:density} within $2.8\times10^{-5}n_0$ over the same 10~nm.

\subsection{Steps that reflect imperfectly}

Suppose that the step returns a wave $e^{-iqx}$ with amplitude $R$ and lets the rest through. A wave arriving from the terrace contributes
\begin{equation}
|e^{-iqx}+Re^{iqx}|^2=1+|R|^2+2\,\mathrm{Re}(Re^{2iqx}).
\end{equation}
Waves arriving from beyond the step also appear on the terrace. Conservation of current makes the scattering matrix unitary, so in the same flux normalization they add $1-|R|^2$. The sum is $2+2\,\mathrm{Re}(Re^{2iqx})$, which for $R=-1$ returns $4\sin^2qx$. If $R=-r$ at every angle, the average over angles gives
\begin{equation}
\rho=\rho_0\left[1-r\,J_0(2kx)\right].
\label{eq:leaky}
\end{equation}
The contrast falls, while the positions of the extrema stay. On the lattice, a lighter normal mass beyond the step gives $r=0.5$ at all angles; the outcome agrees with \eqref{eq:leaky} within $8\times10^{-5}\rho_0$. An $R$ that varies with angle changes the shape as well.

A wall of finite height $V>\varepsilon$ reflects fully but lets the wave enter. For $x<0$ and the same mass, $\psi\propto e^{\kappa x}$ with $\kappa^2=K^2-q^2$ and $K=\sqrt{2mV}/\hbar$. For $x>0$, $\psi\propto\sin(qx+\delta)$. Continuity of $\psi'/\psi$ at $x=0$ requires $q\cot\delta=\kappa$, hence
\begin{equation}
\sin\delta=\frac{q}{\sqrt{q^2+\kappa^2}}=\frac qK .
\end{equation}
For $q\ll K$, $\delta\simeq q/K$ and $qx+\delta\simeq q(x+1/K)$. The angular average is then as before, with a displaced origin:
\begin{equation}
\rho\simeq\rho_0\left\{1-J_0\!\left[2k\left(x+1/K\right)\right]\right\}.
\label{eq:soft}
\end{equation}
An uncertain wall position thus spoils a value of $k$ taken from the first maximum alone. To this order it does not affect the spacing between maxima.

\subsection{Finite energy resolution}

A measurement averages over an energy offset $u$ with an even, normalized weight $W(u)$. With the velocity $v=\hbar k/m$, linearization gives $2k(\varepsilon+u)x\simeq2kx+\tau u$, where $\tau=2x/\hbar v$. In \eqref{eq:far} the part odd in $u$ drops out, and the oscillation is multiplied by
\begin{equation}
F=\int_{-\infty}^{\infty}W(u)\cos(\tau u)\,du .
\label{eq:F}
\end{equation}
This holds if $W$ is narrow compared with $\varepsilon$ and the curvature of $k(\varepsilon)$ adds little phase.

\emph{Temperature.} Here $W=-f'$, with $f=1/(e^{u/k_BT}+1)$. Shifting the path of $\int We^{i\tau u}du$ upward by $2\pi ik_BT$ leaves $W$ unchanged and multiplies the integral by $e^{-2\xi}$, where $\xi=\pi k_BT\tau$. Between the paths lies a double pole at $u=i\pi k_BT$, near which $W\simeq-k_BT/(u-i\pi k_BT)^2$. Its residue is $-i\tau k_BT\,e^{-\xi}$, so $F(1-e^{-2\xi})=2\xi e^{-\xi}$ and
\begin{equation}
F_T=\frac{\xi}{\sinh\xi},\qquad \xi=\frac{2\pi k_BT\,x}{\hbar v}.
\label{eq:heat}
\end{equation}

\emph{Lifetime.} A Lorentzian of full width $\Gamma$ is $W=(\Gamma/2\pi)/(u^2+\Gamma^2/4)$. Its pole at $u=i\Gamma/2$ gives
\begin{equation}
F_\Gamma=e^{-\Gamma\tau/2}=e^{-\Gamma x/\hbar v}.
\label{eq:life}
\end{equation}

\emph{Lock-in modulation.} Let the bias be $V_b+V_m\sin\phi$. The first harmonic of the current is $\pi^{-1}\int_0^{2\pi}I\sin\phi\,d\phi$. Integration by parts turns it into $V_m$ times the mean of $dI/dV$ with weight $\cos^2\phi/\pi$. With $a=eV_m\tau$,
\begin{align}
F_m&=\frac1\pi\int_0^{2\pi}\!\cos^2\phi\,\cos(a\sin\phi)\,d\phi
=\frac1{\pi a}\int_0^{2\pi}\!\sin\phi\,\sin(a\sin\phi)\,d\phi\nonumber\\
&=-\frac2a\,\frac{dJ_0(a)}{da}=\frac{2J_1(a)}{a}.
\label{eq:lockin}
\end{align}
The second form follows by parts from $\cos\phi\cos(a\sin\phi)=a^{-1}\,d[\sin(a\sin\phi)]/d\phi$. The third uses the fact that $J_0(a)$ is the mean of $\cos(a\sin\phi)$. Independent broadenings convolve their weights, so their factors multiply.

\subsection{Worked example}

Take an effective mass of 0.4 electron masses and a band bottom 0.45~eV below the Fermi level. Then $\hbar^2/2m=0.09525$~eV\,nm$^2$ and
\begin{equation}
k=\sqrt{\frac{0.45}{0.09525}}\ \mathrm{nm^{-1}}=2.17\ \mathrm{nm^{-1}},\qquad
\frac{2\pi}{k}=2.89\ \mathrm{nm}.
\end{equation}
The terrace value is $\rho_0=1/(2\pi\times0.09525)=1.67$~eV$^{-1}$nm$^{-2}$. The first maximum lies at $3.83/(2\times2.17)=0.88$~nm, where $\rho=1.40\rho_0$. The next two lie at 2.34 and 3.79~nm, with heights 1.25 and 1.20. Their separation of 1.45~nm already agrees with $\pi/k$ to the digits given.

With mass and band bottom held fixed, a bias of $-0.3$~V on the sample, relative to the tip, leaves 0.15~eV of kinetic energy and moves the first maximum out to 1.53~nm. A bias of $+0.3$~V gives 0.75~eV and moves it in to 0.68~nm. The kinetic energies differ by a factor of 5 and the positions by $\sqrt5$, as \eqref{eq:k} requires. These are the maxima of $\rho$, not of the measured signal. At finite bias the transmission $T$ of the vacuum gap depends on the voltage, so $dI/dV$ at fixed height also contains the integral of $\rho\,\partial T/\partial V$ over all energies in the bias window, and this term ripples too. For a planar barrier of 4.7~eV and a gap of 0.5 to 0.8~nm it pulls the first maximum inward by about 5 to 8\% at $-0.3$~V and 2 to 3\% at $+0.3$~V. A fit over several maxima with free origin, amplitude and offset still returns $k$ within half a per cent.

At $x=5$~nm the ideal amplitude from \eqref{eq:far} is $1/\sqrt{\pi\times2.17\times5}=0.171$ of $\rho_0$. With $\hbar v=0.414$~eV\,nm, a width of 20~meV gives $F_\Gamma=\exp(-0.020\times5/0.414)=0.785$. A modulation of 10~mV peak gives $a=0.24$ and $F_m=0.993$. The thermal factor is 0.9998 at 5~K and 0.56 at 300~K, with the other settings unchanged. At 5~K temperature is negligible here, and the assumed lifetime width gives the largest of the three broadenings.

\subsection{The model beside a copper surface}

The mass and band depth are rough typical values for the surface state of Cu(111). The width of 20~meV is typical near the band bottom; at the Fermi level and 5~K few final states are open to inelastic scattering, so the true width is smaller and $F_\Gamma$ is closer to 1. The contrast also depends on the assumption of perfect reflection: at a real step part of the wave passes on or enters bulk states. With a rough $r=0.5$ the oscillation is halved. Bulk states also add to the tunnel signal; if they are smooth in $x$ and the surface state supplies a rough half of the total, the relative oscillation is halved again. With the width of 20~meV kept as a cautious choice, the amplitude at 5~nm and 5~K, relative to the total signal, is
\begin{equation}
0.171\times0.9998\times0.785\times0.993\times0.5\times0.5=0.033 .
\end{equation}
The signal to be resolved is then about 3\%, against 17\% for the ideal model.

Positions suffer less from these losses but do depend on the wall. As an illustration take a height of 5.4~eV above the band bottom, which is roughly the vacuum level and not a known barrier of a copper step. It gives $1/K=0.13$~nm. Equation \eqref{eq:soft} then places the first maximum at $0.88-0.13=0.75$~nm, and the lattice solution with this wall also gives 0.75~nm. Fitted with a hard wall at the nominal step edge, this maximum would overstate $k$ by a factor $0.881/0.748=1.18$. When the wall position is unknown, a fit over several maxima should therefore leave it and the amplitude free. This presumes that the tip height is fixed or corrected for, that $r$ varies little with angle, that the phase of reflection is that of a displaced wall, and that other steps are too distant to add ripples of their own. A phase of another kind, such as a phase $\varphi$ equal at all angles, is not exactly a displacement and can bias the fitted $k$. Far from the step it acts nearly as a displacement $\varphi/2k$, so the bias comes mainly from the first ripples: for $\varphi=\pm0.5$~rad and the $k$ of the example it is about 0.8\% in a fit from 0.4 to 5~nm and 0.3\% or less from 1.5 to 8~nm. Warping of the band and departures from a parabola are left out and have not been sized. The remaining values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
effective mass: 0.40 electron masses
Fermi level above band bottom: 0.45 eV
hbar^2/2m: 0.09525 eV nm^2
wave number k at Fermi level: 2.1736 1/nm
electron wavelength 2pi/k: 2.891 nm
far spacing of maxima pi/k: 1.445 nm
hbar v: 0.4141 eV nm
rho0: 1.6709 1/(eV nm^2)
maximum 1: x = 0.881 nm, rho/rho0 = 1.4028
minimum 1: x = 1.614 nm, rho/rho0 = 0.6999
maximum 2: x = 2.340 nm, rho/rho0 = 1.2497
minimum 2: x = 3.065 nm, rho/rho0 = 0.7816
maximum 3: x = 3.789 nm, rho/rho0 = 1.1965
minimum 3: x = 4.512 nm, rho/rho0 = 0.8199
bias -0.3 V: k = 1.255 1/nm, first maximum 1.527 nm, far spacing 2.503 nm
bias +0.0 V: k = 2.174 1/nm, first maximum 0.881 nm, far spacing 1.445 nm
bias +0.3 V: k = 2.806 1/nm, first maximum 0.683 nm, far spacing 1.120 nm
electron density far from step: 0.7519 1/nm^2
n/n0 at first LDOS maximum: 1.0000
same from lattice: 1.0000
largest lattice error, LDOS law (units of rho0): 1.3e-04
largest lattice error, density law (units of n0): 2.8e-05
largest lattice error, partial reflection: 8.0e-05
largest lattice error, shifted wall: 3.2e-03
distance for sizing: 5.0 nm
ideal oscillation amplitude there: 0.1711 rho0
heat factor at 5 K: 0.9998
heat factor at 300 K: 0.5629
lifetime factor, width 20 meV: 0.7854
lifetime decay length hbar v/width: 20.7 nm
lock-in factor, 10 mV peak: 0.9927
reflected amplitude r: 0.50
surface-state share of signal: 0.50
amplitude with all factors, share of total signal: 0.0334
finite wall height: 5.4 eV
wall shift 1/K: 0.133 nm
first maximum, finite wall (lattice): 0.75 nm
\end{verbatim}
